# How a Positive Mixing Enthalpy Limits Tantalum's Solubility in Copper: verification in Python

```python
# Result under test: the dilute solubility of B in an A-rich crystal (alpha)
# touching a B-rich crystal (beta) is x = exp(-(omega_a + delta_b)/tau).
# tau: k_B T; omega_a, omega_b: regular-solution parameters of alpha and beta;
# delta_b: free energy of pure B in structure alpha; delta_a: pure A in beta;
# x: fraction of B in alpha; y: fraction of A in beta. Energies in eV per atom.
import itertools
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import k, e

mp.mp.dps = 40
omega_a, omega_b, delta_a, delta_b, tau = 0.6, 0.5, 0.1, 0.2, 0.06

# Bond counting on a periodic fcc crystal: even-parity points of a cubic grid.
eps_aa, eps_bb, eps_ab = -0.50, -0.70, -0.55
w = eps_ab - (eps_aa + eps_bb) / 2
grid = np.indices((8, 8, 8))
sites = np.argwhere(grid.sum(axis=0) % 2 == 0)
index = {tuple(s): i for i, s in enumerate(sites)}
half_shell = [(1, 1, 0), (1, -1, 0), (1, 0, 1), (1, 0, -1), (0, 1, 1), (0, 1, -1)]
bonds = np.array([(i, index[tuple((s + np.array(d)) % 8)])
                  for i, s in enumerate(sites) for d in half_shell])
n_sites = len(sites)
pair_energy = np.array([[eps_aa, eps_ab], [eps_ab, eps_bb]])


def crystal_energy(occupation):
    return pair_energy[occupation[bonds[:, 0]], occupation[bonds[:, 1]]].sum()


pure_a = crystal_energy(np.zeros(n_sites, dtype=int)) / n_sites
pure_b = crystal_energy(np.ones(n_sites, dtype=int)) / n_sites


def mixing_enthalpy(occupation):
    n_b = occupation.sum()
    return crystal_energy(occupation) - (n_sites - n_b) * pure_a - n_b * pure_b


single = np.zeros(n_sites, dtype=int)
single[0] = 1
solute_cost = mixing_enthalpy(single)
assert abs(solute_cost - 12 * w) < 1e-9
rng = np.random.default_rng(7)
occupation = np.zeros(n_sites, dtype=int)
occupation[:n_sites // 4] = 1
samples = []
for _ in range(2000):
    rng.shuffle(occupation)
    h = mixing_enthalpy(occupation)
    unlike = np.sum(occupation[bonds[:, 0]] != occupation[bonds[:, 1]])
    assert abs(h - w * unlike) < 1e-8
    samples.append(h / n_sites)
random_h = np.mean(samples)
standard_error = np.std(samples) / np.sqrt(len(samples))
# Fixed composition in a finite crystal gives the factor N/(N-1).
formula_h = 12 * w * 0.25 * 0.75
assert abs(random_h - formula_h * n_sites / (n_sites - 1)) < 5 * standard_error

# Chemical potentials from tangent intercepts, by symbolic differentiation.
X, T, W, D = sp.symbols("X T W D", positive=True)
g_symbol = D * X + W * X * (1 - X) + T * (X * sp.log(X) + (1 - X) * sp.log(1 - X))
mu_b = g_symbol + (1 - X) * sp.diff(g_symbol, X)
mu_a = g_symbol - X * sp.diff(g_symbol, X)
assert sp.simplify(sp.expand(mu_b - D - W * (1 - X)**2 - T * sp.log(X))) == 0
assert sp.simplify(sp.expand(mu_a - W * X**2 - T * sp.log(1 - X))) == 0


def convex_on_one_lattice(omega, temperature):
    c = np.linspace(0.002, 0.998, 997)
    g = omega * c * (1 - c) + temperature * (c * np.log(c) + (1 - c) * np.log(1 - c))
    return bool(np.all(np.diff(g, 2) > 0))


assert convex_on_one_lattice(1.0, 0.51)
assert not convex_on_one_lattice(1.0, 0.49)
weak_omega = 0.1
weak_mixes = convex_on_one_lattice(weak_omega, tau)
assert weak_mixes


def phase_functions(t, oa, ob, da, db):
    def entropy_term(c):
        return t * (c * mp.log(c) + (1 - c) * mp.log(1 - c))

    def alpha(c):
        return db * c + oa * c * (1 - c) + entropy_term(c)

    def beta(c):
        return da * (1 - c) + ob * c * (1 - c) + entropy_term(c)
    return alpha, beta


def common_tangent(t, oa, ob, da, db):
    alpha, beta = phase_functions(t, oa, ob, da, db)

    def mismatch(u, v):
        left, right = mp.exp(u), 1 - mp.exp(v)
        slope = mp.diff(alpha, left)
        return [slope - mp.diff(beta, right),
                alpha(left) + (right - left) * slope - beta(right)]
    start = (-(oa + db) / t + 0.3, -(ob + da) / t + 0.3)
    u, v = mp.findroot(mismatch, start, tol=1e-25)
    left, y_value = mp.exp(u), mp.exp(v)
    right = 1 - y_value
    slope = mp.diff(alpha, left)
    # The line must lie below both free-energy curves everywhere.
    for c in np.linspace(0.005, 0.995, 100):
        line = alpha(left) + (mp.mpf(c) - left) * slope
        assert min(alpha(mp.mpf(c)), beta(mp.mpf(c))) > line - mp.mpf("1e-20")

    # Direct check that these compositions minimize the total free energy.
    def total(a, b):
        a_comp, b_comp = mp.exp(a), 1 - mp.exp(b)
        part = (mp.mpf("0.5") - a_comp) / (b_comp - a_comp)
        return (1 - part) * alpha(a_comp) + part * beta(b_comp)
    base = total(u, v)
    for du, dv in itertools.product((-0.01, 0, 0.01), repeat=2):
        if du or dv:
            assert total(u + du, v + dv) > base
    return float(left), float(y_value)


x_full, y_full = common_tangent(tau, omega_a, omega_b, delta_a, delta_b)
cost_b, cost_a = omega_a + delta_b, omega_b + delta_a
x_dilute, y_dilute = np.exp(-cost_b / tau), np.exp(-cost_a / tau)
correction = 2 * omega_a * x_dilute / tau - y_dilute
actual_correction = np.log(x_full / x_dilute)
assert abs(x_full / x_dilute - 1) < 1e-3
assert abs(y_full / y_dilute - 1) < 2e-3
assert abs(actual_correction - correction) < 1e-7

# Remove the mixing enthalpy while retaining the structural costs.
x_ideal, y_ideal = common_tangent(tau, 0.0, 0.0, delta_a, delta_b)
a, b = delta_a / tau, delta_b / tau
ideal_formula = np.exp(-b) * (1 - np.exp(-a)) / (1 - np.exp(-a - b))
assert abs(x_ideal / ideal_formula - 1) < 1e-10

# Temperature dependence from full common tangents.
temperatures = (0.04, 0.06, 0.08)
solubilities = [common_tangent(t, omega_a, omega_b, delta_a, delta_b)[0]
                for t in temperatures]
apparent_cost = -(np.log(solubilities[2]) - np.log(solubilities[0])) / (
    1 / temperatures[2] - 1 / temperatures[0])
assert abs(apparent_cost - cost_b) < 1e-3

# Complete enumeration of a periodic 4 x 4 lattice at symmetric coexistence.
# Keeping the A-majority half selects one phase; here omega = 4 w.
states = ((np.arange(2**16)[:, None] >> np.arange(16)) & 1).reshape(-1, 4, 4)
unlike = sum((states != np.roll(states, 1, axis=ax)).sum(axis=(1, 2)) for ax in (1, 2))
number_b = states.sum(axis=(1, 2))
keep = number_b < 8
ratio = 16.0
weights = np.exp(-ratio / 4 * unlike[keep])
x_enumerated = np.sum(weights * number_b[keep]) / (16 * weights.sum())
x_isolated = np.exp(-ratio)
pair_formula = 4 * x_isolated * np.exp(2 * ratio / 4)
pair_actual = x_enumerated / x_isolated - 1
assert abs(pair_actual / pair_formula - 1) < 0.01
pair_example = 12 * x_dilute * np.exp(2 * (omega_a / 12) / tau)
assert pair_example < 1e-3

# Dissolved thickness for equal atomic volumes.
layer_a, film_b = 1000.0, 20.0
dissolved = layer_a * x_full / (1 - x_full)
capacity_ideal = layer_a * x_ideal / (1 - x_ideal)
overall_b = film_b / (layer_a + film_b)
assert x_full < overall_b < x_ideal
tenfold = tau * np.log(10)
x_shifted = common_tangent(tau, omega_a + tenfold, omega_b, delta_a, delta_b)[0]
assert abs(x_full / x_shifted - 10) < 0.01

print(f"Bond energies AA, BB, AB: {eps_aa:.2f}, {eps_bb:.2f}, {eps_ab:.2f} eV")
print(f"Unlike-bond excess w: {w:.4f} eV")
print(f"fcc cost of one isolated solute: {solute_cost:.4f} eV")
print(f"Random fcc enthalpy at B fraction 0.25: {random_h:.5f} eV/atom")
print(f"Its standard error: {standard_error:.6f} eV/atom")
print(f"Regular-solution value, infinite crystal: {formula_h:.5f} eV/atom")
print(f"Number of sites in the fcc test crystal: {n_sites}")
print(f"omega_alpha, omega_beta: {omega_a:.2f}, {omega_b:.2f} eV")
print(f"delta_A, delta_B: {delta_a:.2f}, {delta_b:.2f} eV")
print(f"Thermal energy tau: {tau:.3f} eV")
print(f"Temperature equivalent of tau: {tau * e / k:.1f} K")
print(f"Equiatomic mixing enthalpy omega_alpha/4: {omega_a / 4:.3f} eV/atom")
print(f"Solution costs E_B, E_A: {cost_b:.3f}, {cost_a:.3f} eV")
print(f"E_B/tau, E_A/tau: {cost_b / tau:.4f}, {cost_a / tau:.4f} (no unit)")
print(f"B in alpha, dilute law: {x_dilute:.6e} (atomic fraction)")
print(f"B in alpha, common tangent: {x_full:.6e} (atomic fraction)")
print(f"A in beta, dilute law: {y_dilute:.6e} (atomic fraction)")
print(f"A in beta, common tangent: {y_full:.6e} (atomic fraction)")
print(f"ln(x/x0), common tangent: {actual_correction:.4e} (no unit)")
print(f"ln(x/x0), leading formula: {correction:.4e} (no unit)")
print(f"B in alpha with both omegas zero: {x_ideal:.6f} (atomic fraction)")
print(f"A in beta with both omegas zero: {y_ideal:.6f} (atomic fraction)")
print(f"Solubility ratio, full/zero omega: {x_full / x_ideal:.4e} (no unit)")
print(f"exp(-omega_alpha/tau): {np.exp(-omega_a / tau):.4e} (no unit)")
for t, solubility in zip(temperatures, solubilities):
    print(f"B in alpha at tau = {t:.2f} eV: {solubility:.4e} (atomic fraction)")
print(f"Solution cost from temperature slope: {apparent_cost:.5f} eV")
print(f"Added cost for tenfold lower solubility: {tenfold:.4f} eV")
print(f"Single-lattice gap threshold 2 tau: {2 * tau:.3f} eV")
print(f"Weak positive omega: {weak_omega:.2f} eV; fully miscible: {weak_mixes}")
print(f"4 x 4 lattice, omega/tau: {ratio:.1f} (no unit)")
print(f"4 x 4 lattice, enumerated x: {x_enumerated:.6e} (atomic fraction)")
print(f"4 x 4 lattice, isolated-solute x: {x_isolated:.6e} (atomic fraction)")
print(f"4 x 4 relative excess, enumerated: {pair_actual:.5e} (no unit)")
print(f"4 x 4 relative excess, pair formula: {pair_formula:.5e} (no unit)")
print(f"Example fcc pair correction estimate: {pair_example:.4e} (no unit)")
print(f"A layer and B film thickness: {layer_a:.0f}, {film_b:.0f} angstrom")
print(f"Overall B fraction of the two layers: {overall_b:.5f} (atomic fraction)")
print(f"B thickness dissolved at saturation: {dissolved:.4e} angstrom")
print(f"B thickness capacity with zero omegas: {capacity_ideal:.2f} angstrom")
print("all good")
```

Output:

```
Bond energies AA, BB, AB: -0.50, -0.70, -0.55 eV
Unlike-bond excess w: 0.0500 eV
fcc cost of one isolated solute: 0.6000 eV
Random fcc enthalpy at B fraction 0.25: 0.11300 eV/atom
Its standard error: 0.000062 eV/atom
Regular-solution value, infinite crystal: 0.11250 eV/atom
Number of sites in the fcc test crystal: 256
omega_alpha, omega_beta: 0.60, 0.50 eV
delta_A, delta_B: 0.10, 0.20 eV
Thermal energy tau: 0.060 eV
Temperature equivalent of tau: 696.3 K
Equiatomic mixing enthalpy omega_alpha/4: 0.150 eV/atom
Solution costs E_B, E_A: 0.800, 0.600 eV
E_B/tau, E_A/tau: 13.3333, 10.0000 (no unit)
B in alpha, dilute law: 1.619597e-06 (atomic fraction)
B in alpha, common tangent: 1.619576e-06 (atomic fraction)
A in beta, dilute law: 4.539993e-05 (atomic fraction)
A in beta, common tangent: 4.543425e-05 (atomic fraction)
ln(x/x0), common tangent: -1.3027e-05 (no unit)
ln(x/x0), leading formula: -1.3008e-05 (no unit)
B in alpha with both omegas zero: 0.029132 (atomic fraction)
A in beta with both omegas zero: 0.183373 (atomic fraction)
Solubility ratio, full/zero omega: 5.5594e-05 (no unit)
exp(-omega_alpha/tau): 4.5400e-05 (no unit)
B in alpha at tau = 0.04 eV: 2.0612e-09 (atomic fraction)
B in alpha at tau = 0.06 eV: 1.6196e-06 (atomic fraction)
B in alpha at tau = 0.08 eV: 4.5406e-05 (atomic fraction)
Solution cost from temperature slope: 0.80001 eV
Added cost for tenfold lower solubility: 0.1382 eV
Single-lattice gap threshold 2 tau: 0.120 eV
Weak positive omega: 0.10 eV; fully miscible: True
4 x 4 lattice, omega/tau: 16.0 (no unit)
4 x 4 lattice, enumerated x: 1.126864e-07 (atomic fraction)
4 x 4 lattice, isolated-solute x: 1.125352e-07 (atomic fraction)
4 x 4 relative excess, enumerated: 1.34399e-03 (no unit)
4 x 4 relative excess, pair formula: 1.34185e-03 (no unit)
Example fcc pair correction estimate: 1.0290e-04 (no unit)
A layer and B film thickness: 1000, 20 angstrom
Overall B fraction of the two layers: 0.01961 (atomic fraction)
B thickness dissolved at saturation: 1.6196e-03 angstrom
B thickness capacity with zero omegas: 30.01 angstrom
all good
```
